# Madelung sums for rock salt and point-charge embedding of clusters: verification in Python

```python
"""Madelung sums of the rock-salt lattice and point-charge embedding.

Result under test: M = -sum' q/r, with q = (-1)^(i+j+k) and r in units of
the ion spacing d, is 1.7476 for growing cubes of whole ions and for Evjen
cubes (boundary weights 1/2, 1/4, 1/8), while spheres of whole ions do not
converge. Embedding arrays need cells without charge, dipole or second moments.
L: half-width of a cube in d; R: sphere radius in d; Q: enclosed charge.
Potentials are in units of e/(4 pi eps0 d) unless a unit is printed.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.integrate import quad
from pyscf import gto, scf


def coordinates(N):
    n = np.arange(-N, N + 1)
    return np.meshgrid(n, n, n, indexing="ij")


def whole_cube(N):
    X, Y, Z = coordinates(N)
    return 1.0 - 2.0 * ((X + Y + Z) % 2)


def evjen_cube(L):
    w = np.ones(2 * L + 1)
    w[0] = w[-1] = 0.5
    return whole_cube(L) * w[:, None, None] * w[None, :, None] * w[None, None, :]


def whole_sphere(R):
    X, Y, Z = coordinates(R)
    return whole_cube(R) * (X**2 + Y**2 + Z**2 <= R**2)


def sphere_of_cubelets(R):
    """Unit cubelets with charges +-1/8, kept if their centre lies within R."""
    N = int(R) + 1
    c = np.arange(-N, N) + 0.5
    A, B, C = np.meshgrid(c, c, c, indexing="ij")
    inside = (A**2 + B**2 + C**2 <= R**2) / 8.0
    weight = np.zeros((2 * N + 1,) * 3)
    for a, b, g in product((0, 1), repeat=3):
        weight[a:a + 2*N, b:b + 2*N, g:g + 2*N] += inside
    return whole_cube(N) * weight


def cation_mask(L, centre_sign):
    N = L + 1
    X, Y, Z = coordinates(N)
    inside = np.maximum(np.maximum(abs(X), abs(Y)), abs(Z)) <= L
    return ((centre_sign * whole_cube(N) > 0) & inside).astype(float)


def octahedral_cells(L, centre_sign):
    """Each cation +1 carries -1/6 on its six neighbours."""
    cations = cation_mask(L, centre_sign)
    charge = cations.copy()
    for axis in range(3):
        for step in (-1, 1):
            charge -= np.roll(cations, step, axis=axis) / 6.0
    return charge


def potential(charge, site=(0, 0, 0)):
    N = charge.shape[0] // 2
    X, Y, Z = coordinates(N)
    r = np.sqrt((X-site[0])**2 + (Y-site[1])**2 + (Z-site[2])**2)
    r[site[0] + N, site[1] + N, site[2] + N] = np.inf
    return float(np.sum(charge / r))


# Reference from the Gaussian integral representation of 1/r
def theta(u):
    t = u * u
    if t < 1.0:
        return 2*np.sqrt(np.pi/t)*sum(np.exp(-np.pi**2*(n+0.5)**2/t)
                                     for n in range(6))
    return 1 + 2*sum((-1)**n * np.exp(-n*n*t) for n in range(1, 10))


def finite_line(u, L):
    return 1 + 2*sum((-1)**n * np.exp(-n*n*u*u) for n in range(1, L + 1))


def gaussian_integral(line):
    value = quad(lambda u: 1 - line(u)**3, 0, 8,
                 epsabs=1e-12, epsrel=1e-12, limit=300)[0]
    return 2 / np.sqrt(np.pi) * value


M = gaussian_integral(theta)
assert abs(gaussian_integral(lambda u: finite_line(u, 3))
           + potential(whole_cube(3))) < 1e-9
print(f"Madelung constant from integral: {M:.8f}")

# Cubes of whole ions and Evjen cubes
cube, evjen = {}, {}
print("L | whole cube | its charge | Evjen cube (M, charge in e)")
for L in (1, 2, 3, 4, 10, 20, 40):
    full, weighted = whole_cube(L), evjen_cube(L)
    cube[L], evjen[L] = -potential(full), -potential(weighted)
    assert abs(weighted.sum()) < 1e-9
    assert abs(full.sum() - (-1)**L) < 1e-9
    print(f"{L:2d} | {cube[L]:.6f} | {full.sum():+.0f} | {evjen[L]:.8f}")
for L in (10, 20):
    corner = M - (-1)**L / (np.sqrt(3) * (L + 0.5))
    assert abs(cube[L] - corner) < 0.05 / L**5
evjen_coefficient = 5 / (72 * np.sqrt(3))
measured_coefficient = (evjen[10] - M) * 10**4
assert abs(measured_coefficient / evjen_coefficient - 1) < 0.01
assert abs(evjen[40] - M) < 1e-7
print(f"whole cube L=10, corner formula: {M-1/(np.sqrt(3)*10.5):.6f}")
print(f"Evjen error times L^4 at L=10: {measured_coefficient:.5f}")
print(f"Evjen coefficient from formula: {evjen_coefficient:.5f}")

# Spheres of whole ions, summed shell by shell
Rmax = 60
X, Y, Z = coordinates(Rmax)
count = np.bincount((X**2 + Y**2 + Z**2).ravel())[1:Rmax**2 + 1]
n = np.arange(1, Rmax**2 + 1)
sign = 1 - 2 * (n % 2)
sphere = -np.cumsum(sign * count / np.sqrt(n))
charge_inside = 1 + np.cumsum(sign * count)
corrected = sphere + charge_inside / np.sqrt(n)
mean_term = np.mean(count / np.sqrt(n))
assert abs(mean_term - 2*np.pi) < 0.05
early = slice(20**2 - 1, 30**2)
late = slice(50**2 - 1, 60**2)


def rms(values):
    return np.sqrt(np.mean((values - M)**2))


assert np.ptp(sphere[late]) > 2
assert rms(corrected[late]) < 0.1 * rms(sphere[late])
assert rms(corrected[late]) < rms(corrected[early])
print("R | sphere sum | charge in e | sum + Q/R")
for R in (1, 2, 3, 4, 10, 20, 40, 60):
    k = R**2 - 1
    print(f"{R:2d} | {sphere[k]:.4f} | {charge_inside[k]:+d} | {corrected[k]:.4f}")
print(f"mean shell term up to R=60: {mean_term:.4f}; 2 pi = {2*np.pi:.4f}")
print(f"sphere sum, R=50..60: min {sphere[late].min():.3f}, "
      f"max {sphere[late].max():.3f}")
print(f"rms error, R=20..30: raw {rms(sphere[early]):.3f}, "
      f"corrected {rms(corrected[early]):.4f}")
print(f"rms error, R=50..60: raw {rms(sphere[late]):.3f}, "
      f"corrected {rms(corrected[late]):.4f}")

# The moments of the cell decide, not the outer shape
cubelet_sum = -potential(sphere_of_cubelets(20))
assert abs(cubelet_sum - M) < 1e-3
print(f"sphere of neutral cubelets, R=20: {cubelet_sum:.6f}")

cell_q = np.array([1.0] + [-1/6]*6)
cell_r2 = np.array([0.0] + [1.0]*6)
shift_formula = -2*np.pi/(3*2) * np.sum(cell_q * cell_r2)
shift_cation = potential(octahedral_cells(20, 1)) + M
shift_anion = potential(octahedral_cells(20, -1)) - M
assert abs(shift_cation - shift_formula) < 2e-3
assert abs(shift_anion - shift_formula) < 2e-3
print(f"octahedral-cell shift at cation: {shift_cation:.5f}")
print(f"octahedral-cell shift at anion: {shift_anion:.5f}")
print(f"octahedral-cell shift, formula pi/3: {shift_formula:.5f}")

cations = cation_mask(20, 1)
pairs = cations - np.roll(cations, 1, axis=0)
pair_field = -(potential(pairs, (2, 0, 0)) - potential(pairs, (-2, 0, 0))) / 4
assert abs(pairs.sum()) < 1e-9
assert abs(pair_field / (2*np.pi/3) - 1) < 0.03
print(f"field in block of ion pairs, unit e/(4 pi eps0 d^2): {pair_field:.4f}")
print(f"same field, formula 2 pi/3: {2*np.pi/3:.4f}")

# Conversion and potential across a cluster zone
d_angstrom = 2.80
d = d_angstrom * constants.angstrom
volt = constants.e / (4*np.pi*constants.epsilon_0*d)
print(f"chosen spacing d: {d_angstrom:.2f} angstrom")
print(f"potential unit e/(4 pi eps0 d): {volt:.4f} V")
print(f"ideal potential at an anion: {M*volt:.4f} V")
for L in (4, 6, 10):
    array = evjen_cube(L)
    worst = max(abs(potential(array, s) + (-1)**(sum(s) % 2) * M)
                for s in product((0, 1, 2), repeat=3))
    if L >= 6:
        assert worst < 1e-3
    print(f"Evjen L={L}, worst error within 2d: {1000*worst*volt:.4f} mV")

# Hartree-Fock chloride ion in anion-centred arrays
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0]


def chloride_levels(charge=None):
    mol = gto.M(atom="Cl 0 0 0", charge=-1, basis="6-31g", verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    if charge is not None:
        N = charge.shape[0] // 2
        outside = charge.copy()
        assert abs(outside[N, N, N] + 1) < 1e-12
        outside[N, N, N] = 0.0
        for index in np.argwhere(abs(outside) > 1e-12):
            with mol.with_rinv_origin((index - N) * d / bohr):
                h = h - outside[tuple(index)] * mol.intor("int1e_rinv")
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf.mo_energy[5]*hartree_ev, mf.mo_energy[8]*hartree_ev


arrays = {"Evjen cube": -evjen_cube(4), "whole cube": -whole_cube(4),
          "whole sphere": -whole_sphere(4),
          "octahedral cells": octahedral_cells(4, -1)}
free_3s, free_3p = chloride_levels()
print(f"free Cl- 3p level, RHF/6-31G: {free_3p:.3f} eV")
reference_phi = potential(arrays["Evjen cube"]) * volt
for name, array in arrays.items():
    level_3s, level_3p = chloride_levels(array)
    phi = potential(array) * volt
    if name == "Evjen cube":
        ref_3s, ref_3p = level_3s, level_3p
        assert abs(array.sum()) < 1e-9
        assert abs((ref_3p - free_3p) / (-phi) - 1) < 0.10
    change, predicted = level_3p - ref_3p, -(phi - reference_phi)
    assert abs(change - predicted) < 1e-3
    assert abs((level_3p - level_3s) - (ref_3p - ref_3s)) < 1e-3
    print(f"{name}: total charge {array.sum() + 0.0:+.2f} e, site {phi:.3f} V")
    print(f"  3p {level_3p:.3f} eV, change {change:+.3f}, "
          f"predicted {predicted:+.3f} eV")
print(f"3s-3p gap in Evjen cube: {ref_3p-ref_3s:.3f} eV")

print("every check passed")
```

It prints:

```
Madelung constant from integral: 1.74756459
L | whole cube | its charge | Evjen cube (M, charge in e)
 1 | 2.133521 | -1 | 1.45602993
 2 | 1.516646 | +1 | 1.75176913
 3 | 1.912504 | -1 | 1.74704156
 4 | 1.619270 | +1 | 1.74772111
10 | 1.692579 | +1 | 1.74756860
20 | 1.719401 | +1 | 1.74756485
40 | 1.733309 | +1 | 1.74756461
whole cube L=10, corner formula: 1.692579
Evjen error times L^4 at L=10: 0.04009
Evjen coefficient from formula: 0.04009
R | sphere sum | charge in e | sum + Q/R
 1 | 6.0000 | -5 | 1.0000
 2 | -0.8665 | +5 | 1.6335
 3 | 5.8260 | -13 | 1.4927
 4 | -4.5087 | +25 | 1.7413
10 | -6.0350 | +77 | 1.6650
20 | -3.8674 | +113 | 1.7826
40 | -4.6834 | +257 | 1.7416
60 | -5.4731 | +433 | 1.7435
mean shell term up to R=60: 6.2792; 2 pi = 6.2832
sphere sum, R=50..60: min -16.745, max 21.951
rms error, R=20..30: raw 6.330, corrected 0.0204
rms error, R=50..60: raw 6.965, corrected 0.0093
sphere of neutral cubelets, R=20: 1.747511
octahedral-cell shift at cation: 1.04750
octahedral-cell shift at anion: 1.04750
octahedral-cell shift, formula pi/3: 1.04720
field in block of ion pairs, unit e/(4 pi eps0 d^2): 2.1005
same field, formula 2 pi/3: 2.0944
chosen spacing d: 2.80 angstrom
potential unit e/(4 pi eps0 d): 5.1427 V
ideal potential at an anion: 8.9873 V
Evjen L=4, worst error within 2d: 7.0396 mV
Evjen L=6, worst error within 2d: 0.1867 mV
Evjen L=10, worst error within 2d: 0.0210 mV
free Cl- 3p level, RHF/6-31G: -3.384 eV
Evjen cube: total charge +0.00 e, site 8.988 V
  3p -12.363 eV, change +0.000, predicted -0.000 eV
whole cube: total charge -1.00 e, site 8.327 V
  3p -11.702 eV, change +0.661, predicted +0.661 eV
whole sphere: total charge -25.00 e, site -23.187 V
  3p 19.812 eV, change +32.175, predicted +32.175 eV
octahedral cells: total charge +0.00 e, site 14.405 V
  3p -17.780 eV, change -5.417, predicted -5.417 eV
3s-3p gap in Evjen cube: 15.776 eV
every check passed
```
